# The Power-Zienau-Woolley Hamiltonian: Coupling through D and B

## What goes wrong without it

Suppose a bound charge is coupled to a field mode by a term "dipole times electric field", added by hand to the molecular and field energies. For a harmonically bound charge, the energy then has no lower bound once the coupling is strong enough, as shown below. A term quadratic in the polarization is missing, and the "electric field" in the coupling has been misidentified.

The Coulomb-gauge Hamiltonian has no such defect, but it couples charges to the vector potential \(\mathbf A\), and it contains an instantaneous Coulomb energy between distant molecules. A unitary transformation removes both features and supplies the missing term.

## Starting point and conventions

We use atomic units, \(\hbar=m_e=e=1\), and keep the symbols \(\varepsilon_0=1/4\pi\) and \(\mu_0=4\pi/c^2\). Spinless, non-relativistic charges \(q_a\) with masses \(m_a\) form a neutral molecule. A point \(\mathbf R\), fixed in space, serves as reference, and \(\mathbf x_a=\mathbf r_a-\mathbf R\). In Coulomb gauge

\[
H_C=\sum_a\frac{[\mathbf p_a-q_a\mathbf A(\mathbf r_a)]^2}{2m_a}+V+\frac12\int\! d^3r\left(\frac{\boldsymbol\Pi^2}{\varepsilon_0}+\frac{\mathbf B^2}{\mu_0}\right),
\]

where \(V\) is the Coulomb energy and \(\mathbf B=\nabla\times\mathbf A\). The field momentum is \(\boldsymbol\Pi=\varepsilon_0\dot{\mathbf A}=-\varepsilon_0\mathbf E_\perp\), with

\[
[A_i(\mathbf r),\Pi_j(\mathbf r')]=i\,\delta^\perp_{ij}(\mathbf r-\mathbf r').
\]

The kernel \(\delta^\perp_{ij}\) projects a vector field on its transverse (divergence-free) part. We keep only modes below some high frequency. Then \(\delta^\perp\) projects on the retained modes, and \(\mathbf P_\perp\) below means the polarization projected in the same way. Without a cutoff the term in \(\mathbf P_\perp^2\) diverges for point charges.

## Polarization and Gauss's law

Join \(\mathbf R\) to each charge by a straight line and define

\[
\mathbf P(\mathbf r)=\sum_a q_a\mathbf x_a\int_0^1\! ds\,\delta(\mathbf r-\mathbf R-s\mathbf x_a).
\]

By the chain rule, \(\frac{d}{ds}\delta(\mathbf r-\mathbf R-s\mathbf x_a)=-\mathbf x_a\cdot\nabla\delta(\mathbf r-\mathbf R-s\mathbf x_a)\). The divergence is therefore the integral of a total derivative:

\[
\nabla\cdot\mathbf P=-\sum_a q_a\left[\delta(\mathbf r-\mathbf r_a)-\delta(\mathbf r-\mathbf R)\right]=-\rho ,
\]

where the terms at \(\mathbf R\) cancel because \(\sum_a q_a=0\). Gauss's law \(\nabla\cdot\varepsilon_0\mathbf E=\rho\) now gives \(\nabla\cdot(\varepsilon_0\mathbf E+\mathbf P)=0\). The longitudinal part of \(\varepsilon_0\mathbf E+\mathbf P\) has neither divergence nor curl and vanishes at infinity, so it is zero. Hence

\[
\mathbf D=\varepsilon_0\mathbf E+\mathbf P=\varepsilon_0\mathbf E_\perp+\mathbf P_\perp .
\]

For an ion, \(\nabla\cdot\mathbf D=q_{\rm tot}\,\delta(\mathbf r-\mathbf R)\), and \(\mathbf D\) also has a longitudinal part.

## The transformation

Take the Hermitian generator

\[
S=\int\! d^3r\,\mathbf P\cdot\mathbf A=\sum_a q_a\int_0^1\! ds\,\mathbf x_a\cdot\mathbf A(\mathbf R+s\mathbf x_a),
\qquad H=e^{-iS}H_Ce^{iS}.
\]

\(S\) contains particle positions and \(\mathbf A\), which all commute. So \(\mathbf r_a\), \(\mathbf A\), \(\mathbf B\) and \(V\) are unchanged, and only the two kinds of momentum are shifted.

**Field momentum.** Since \(\mathbf P\) commutes with the field,

\[
[S,\Pi_j(\mathbf r)]=\int\! d^3r'\,P_i(\mathbf r')\,i\delta^\perp_{ij}(\mathbf r'-\mathbf r)=iP_{\perp j}(\mathbf r).
\]

In the expansion \(e^{-iS}\Pi_je^{iS}=\Pi_j-i[S,\Pi_j]+\dots\), the first commutator contributes \(-i\cdot i\,P_{\perp j}=+P_{\perp j}\). This commutes with \(S\), so the series ends:

\[
e^{-iS}\boldsymbol\Pi e^{iS}=\boldsymbol\Pi+\mathbf P_\perp .
\]

The operator for the physical field \(\mathbf E_\perp\) was \(-\boldsymbol\Pi/\varepsilon_0\). It is now \(-(\boldsymbol\Pi+\mathbf P_\perp)/\varepsilon_0\). Solving for the momentum,

\[
\boldsymbol\Pi=-(\varepsilon_0\mathbf E_\perp+\mathbf P_\perp)=-\mathbf D .
\]

The same symbol \(\boldsymbol\Pi\) thus represents \(-\varepsilon_0\mathbf E_\perp\) before the transformation and \(-\mathbf D\) after it. A "photon number" built from \(\boldsymbol\Pi\) and \(\mathbf A\) also changes its physical meaning.

**Particle momentum.** Acting on any state, \(\mathbf p_a e^{iS}=e^{iS}(\mathbf p_a+\nabla_aS)\), so \(\mathbf p_a\to\mathbf p_a+\nabla_aS\). For one charge, with \(\mathbf A\) and its derivatives taken at \(\mathbf R+s\mathbf x\),

\[
\partial_{x_i}(x_jA_j)=A_i+s\,x_j\partial_iA_j
=A_i+s\,x_j\partial_jA_i+s\,x_j(\partial_iA_j-\partial_jA_i).
\]

The last bracket, contracted with \(x_j\), is \([\mathbf x\times(\nabla\times\mathbf A)]_i=(\mathbf x\times\mathbf B)_i\). The first two terms form the total derivative \(\frac{d}{ds}[sA_i(\mathbf R+s\mathbf x)]\), whose integral from 0 to 1 is \(A_i(\mathbf r)\). Therefore

\[
\nabla_aS=q_a\mathbf A(\mathbf r_a)+q_a\mathbf C_a,\qquad
\mathbf C_a=\int_0^1\! s\,ds\,\mathbf x_a\times\mathbf B(\mathbf R+s\mathbf x_a),
\]

\[
\mathbf p_a-q_a\mathbf A(\mathbf r_a)\;\to\;\mathbf p_a+q_a\mathbf C_a .
\]

The vector potential has cancelled, and what remains depends on \(\mathbf B\) along the line from \(\mathbf R\) to the charge. This step does not use neutrality, but it does use a fixed \(\mathbf R\). If \(\mathbf R\) were the centre of mass, \(S\) would depend on the particle positions through \(\mathbf R\) too, and further terms would follow.

## Expanding the squares

The kinetic energy becomes

\[
\frac{(\mathbf p_a+q_a\mathbf C_a)^2}{2m_a}=\frac{\mathbf p_a^2}{2m_a}+\frac{q_a}{2m_a}(\mathbf p_a\cdot\mathbf C_a+\mathbf C_a\cdot\mathbf p_a)+\frac{q_a^2\mathbf C_a^2}{2m_a}.
\]

In \(\mathbf p\cdot(\mathbf x\times\mathbf B)=\epsilon_{ijk}p_ix_jB_k\) only \(i\neq j\) contributes, so \(p_i\) and \(x_j\) may be exchanged. Because \((\mathbf x\times\mathbf p)_k=\epsilon_{kji}x_jp_i=-\epsilon_{ijk}x_jp_i\), the product equals \(-(\mathbf x\times\mathbf p)\cdot\mathbf B\). The other ordering gives \(-\mathbf B\cdot(\mathbf x\times\mathbf p)\) in the same way. With the magnetization

\[
\mathbf M(\mathbf r)=\sum_a\frac{q_a}{2m_a}\int_0^1\! s\,ds\left[\mathbf x_a\times\mathbf p_a\,\delta(\mathbf r-\mathbf R-s\mathbf x_a)+\text{h.c.}\right],
\]

the cross term is \(-\int\mathbf M\cdot\mathbf B\).

The electric field energy has the density

\[
\frac{(\boldsymbol\Pi+\mathbf P_\perp)^2}{2\varepsilon_0}=\frac{(\mathbf D-\mathbf P_\perp)^2}{2\varepsilon_0}
=\frac{\mathbf D^2}{2\varepsilon_0}-\frac{\mathbf P_\perp\cdot\mathbf D}{\varepsilon_0}+\frac{\mathbf P_\perp^2}{2\varepsilon_0}.
\]

Here \(\mathbf D=-\boldsymbol\Pi\) commutes with the particle positions, so no ordering question arises. As \(\mathbf D\) is transverse, \(\int\mathbf P_\perp\cdot\mathbf D=\int\mathbf P\cdot\mathbf D\). Collecting everything,

\[
\begin{aligned}
H={}&\sum_a\frac{\mathbf p_a^2}{2m_a}+V+\int\! d^3r\left(\frac{\mathbf D^2}{2\varepsilon_0}+\frac{\mathbf B^2}{2\mu_0}\right)\\
&-\frac1{\varepsilon_0}\int\! d^3r\,\mathbf P\cdot\mathbf D-\int\! d^3r\,\mathbf M\cdot\mathbf B\\
&+\sum_a\frac{q_a^2}{2m_a}\left|\int_0^1\! s\,ds\,\mathbf x_a\times\mathbf B(\mathbf R+s\mathbf x_a)\right|^2+\frac1{2\varepsilon_0}\int\! d^3r\,\mathbf P_\perp^2 .
\end{aligned}
\]

The terms containing both matter and field operators are the polarization, magnetization and diamagnetic terms, and the field enters them through \(\mathbf D\) and \(\mathbf B\). The last term acts on matter alone. Spin would add \(-\boldsymbol\mu_a\cdot\mathbf B(\mathbf r_a)\), which commutes with \(S\) and is carried over unchanged.

## Why M is a magnetization

Consider classical charges with velocities \(\mathbf v_a\) and take Fourier components. For one charge, with \(\mathbf R\) as origin, \(\mathbf P_{\mathbf k}=q\int_0^1ds\,\mathbf x\,e^{-is\mathbf k\cdot\mathbf x}\), and we set \(\mathbf M^v_{\mathbf k}=q\int_0^1 s\,ds\,\mathbf x\times\mathbf v\,e^{-is\mathbf k\cdot\mathbf x}\). Then

\[
\dot{\mathbf P}_{\mathbf k}=q\int_0^1\! ds\,[\mathbf v-is(\mathbf k\cdot\mathbf v)\mathbf x]e^{-is\mathbf k\cdot\mathbf x},
\]
\[
i\mathbf k\times\mathbf M^v_{\mathbf k}=q\int_0^1\! ds\,is[(\mathbf k\cdot\mathbf v)\mathbf x-(\mathbf k\cdot\mathbf x)\mathbf v]e^{-is\mathbf k\cdot\mathbf x}.
\]

The terms along \(\mathbf x\) cancel in the sum. The rest is \(q\mathbf v\int_0^1ds\,\frac{d}{ds}(s\,e^{-is\mathbf k\cdot\mathbf x})=q\mathbf v\,e^{-i\mathbf k\cdot\mathbf x}\), the current of the charge. So \(\mathbf J=\dot{\mathbf P}+\nabla\times\mathbf M^v\).

The Hamiltonian contains \(\mathbf M\), built from canonical momenta. Since \(m_a\mathbf v_a=\mathbf p_a+q_a\mathbf C_a\), the two magnetizations differ by a part linear in \(\mathbf B\), which is the response described by the diamagnetic term.

## Several molecules

Give each neutral molecule its own reference point and let \(\mathbf P=\mathbf P_A+\mathbf P_B\). The self-term then contains the cross term \(\frac1{\varepsilon_0}\int\mathbf P_{A\perp}\cdot\mathbf P_{B\perp}\). If the lines of \(A\) and \(B\) do not meet, \(\int\mathbf P_A\cdot\mathbf P_B=0\). Transverse and longitudinal fields are orthogonal under integration, so

\[
\frac1{\varepsilon_0}\int\mathbf P_{A\perp}\cdot\mathbf P_{B\perp}
=-\frac1{\varepsilon_0}\int\mathbf P_{A\parallel}\cdot\mathbf P_{B\parallel}
=-\varepsilon_0\int\mathbf E_{A\parallel}\cdot\mathbf E_{B\parallel}=-V_{AB}.
\]

The instantaneous Coulomb energy between the molecules is cancelled, and they interact through \(\mathbf D\) and \(\mathbf B\). With a cutoff, this requires modes with wavelengths well below the separation, and the short waves are best damped smoothly, as they are for charges smeared over a small length. A sharp cutoff gives the projected polarizations oscillating tails, which can overlap and spoil the cancellation even when the lines are far apart. A model with a few modes does not achieve the cancellation.

For two pairs of unit charges, each with \(+1\) at its reference point and \(-1\) at the end of its arm, with arms \((0.5,0.2,0.8)\) Å and \((0.6,-0.3,-0.7)\) Å and the second reference point 6 Å from the first along \(+z\), the direct Coulomb sum is 0.1297 eV. The transverse integral, with charges smeared over 0.5 Å, is −0.1297 eV.

## Long wavelengths and the missing term

If \(\mathbf D\) and \(\mathbf B\) vary little over the molecule, they may be taken at \(\mathbf R\). With \(\int_0^1s\,ds=\frac12\), the three coupling terms become

\[
-\frac{\mathbf d\cdot\mathbf D(\mathbf R)}{\varepsilon_0},\qquad
-\sum_a\frac{q_a}{2m_a}(\mathbf x_a\times\mathbf p_a)\cdot\mathbf B(\mathbf R),\qquad
\sum_a\frac{q_a^2}{8m_a}|\mathbf x_a\times\mathbf B(\mathbf R)|^2,
\]

where \(\mathbf d=\sum_aq_a\mathbf x_a\). The self-term does not vanish in this limit.

An electron oscillating along \(y\) with frequency \(\omega_y\), coupled to one mode of frequency \(\omega\), shows its role. Let \(\Pi\) and \(Q\) be the momentum and coordinate of the mode, and \(g\) the coupling strength. Leaving out the magnetic terms,

\[
H=\tfrac12(p_y^2+\omega_y^2y^2)+\tfrac12\omega^2Q^2+\tfrac12(\Pi+gy)^2 .
\]

Treat \(z=\Pi/\omega\) as a coordinate. Its conjugate momentum is \(-\omega Q\), so \(\frac12\omega^2Q^2\) is its kinetic energy. The potential energy is a quadratic form in \((z,y)\) with the matrix

\[
\begin{pmatrix}\omega^2&\omega g\\ \omega g&\omega_y^2+g^2\end{pmatrix}.
\]

Its eigenvalues are the squared normal frequencies \(\Omega_\pm^2\), with sum \(\omega^2+\omega_y^2+g^2\) and product \(\omega^2\omega_y^2\). Thus

\[
(\Omega_+\pm\Omega_-)^2=(\omega\pm\omega_y)^2+g^2 .
\]

Both frequencies are real for every \(g\). Without the self-term, the lower right element is \(\omega_y^2\) and the determinant is \(\omega^2(\omega_y^2-g^2)\). For \(|g|>\omega_y\) it is negative, and the energy is unbounded below.

## A worked model

An electron moves in a plane, in a harmonic well with quanta of 3 eV along \(x\) and 2 eV along \(y\). A positive charge clamped at \(\mathbf R\) makes the system neutral. The mode has energy 2 eV and \(\mathbf A=\lambda\,\mathbf e_y\cos(kx+\phi)\,Q\), with \(\phi=\pi/4\). These are round model parameters.

A standing wave normalized in a volume \(\mathcal V\) has \(\lambda=\sqrt{2/(\varepsilon_0\mathcal V)}=\sqrt{8\pi/\mathcal V}\). A cube of side 20 Å gives \(\lambda=0.0216\) in atomic units.

**Short wavelength.** First take \(k=2\pi/(20\ \text{Å})=0.314\ \text{Å}^{-1}\). This is far above \(\omega/c\) and amounts to an artificially slow light speed, chosen to make the magnetic terms visible. The equivalence does not rely on a relation between \(k\) and \(\omega\). The Coulomb-gauge and multipolar Hamiltonians, built separately and diagonalized, both give the levels 3.5113, 5.3265, 5.7153 and 6.5078 eV.

For each coupling term and the self-term, the table gives the mean in the multipolar ground state and the change of the ground energy when the term is removed, in eV.

| Term | Mean | Change on removal |
|---|---|---|
| polarization, P·D | −0.0220 | +0.0114 |
| magnetization, M·B | −0.0012 | +0.0011 |
| diamagnetic | +0.0017 | −0.0017 |
| self-term, P⊥² | +0.0212 | −0.0214 |

Dropping the self-term lowers the ground energy by 0.0214 eV, about twice the whole shift of 0.0113 eV that the coupling produces above the uncoupled 3.5 eV. The near cancellation of the polarization and self-term means is a consequence of the resonance \(\omega=\omega_y\) chosen here. To see this, let \(K\) be the potential matrix of the oscillator model above. Its ground state has second moments of \((z,y)\) given by \(\frac12K^{-1/2}\). The square root of \(K\) has trace \(T=\Omega_++\Omega_-\) and determinant \(\omega\omega_y\), so the Cayley–Hamilton relation gives \(K^{1/2}=(K+\omega\omega_y)/T\). Inverting, \(\langle zy\rangle=-g/(2T\omega_y)\) and \(\langle y^2\rangle=(\omega+\omega_y)/(2T\omega_y)\). The polarization mean \(g\omega\langle zy\rangle\) and the self-term mean \(\frac12g^2\langle y^2\rangle\) therefore stand in the ratio \(-2\omega/(\omega+\omega_y)\), which is \(-1\) only at resonance. This formula is exact in the long-wavelength limit. At the short wavelength used here the ratio of the tabulated means is about \(-1.04\).

The mean energy of \(\mathbf E_\perp\) in the mode is 0.50808 eV in both pictures, provided the transformed operator \(\Pi+gy\), with its full \(x\)-dependence, is used. The energy of \(\mathbf D\) is 0.50888 eV. The difference of −0.0008 eV is the sum of the polarization and self-term means, \(-0.0220+0.0212\).

**Real light.** Now set \(k=\omega/c=0.00101\ \text{Å}^{-1}\) and hold \(\lambda\) fixed by hand, which isolates the dependence on \(k\). The coupling is then not that of a real cavity. A transverse 2 eV mode has a wavelength of about 6200 Å and does not fit in a 20 Å cube, whose lowest mode for perfectly conducting walls lies near 440 eV. A volume of half a wavelength cubed would give \(\lambda\cos\phi\approx2\times10^{-4}\) eV instead of the 0.415 eV used below. The magnetization and diamagnetic means fall to about \(-1.3\times10^{-8}\) and \(1.7\times10^{-8}\) eV. Both have dropped by about \((0.00101/0.314)^2\approx10^{-5}\). For the diamagnetic term this follows from its being quadratic in \(\mathbf B\propto k\). The magnetization term is linear in \(\mathbf B\), but at leading order it is odd under reflection of \(x\), so its mean also starts at \(k^2\). This relies on \(\mathbf R\) lying at the centre of the well. With the well displaced by 1 Å along \(x\), the mean is linear in \(k\) and about \(-1.1\times10^{-5}\) eV.

The oscillator formula can now be used, with \(|g|=\lambda\cos\phi=0.0216\times0.707=0.0153\) atomic units, or 0.415 eV. At resonance the splitting \(\Omega_+-\Omega_-\) should equal \(|g|\), and the computed levels give \(5.7291-5.3139=0.4152\) eV. The ground energy should rise by

\[
\tfrac12\left(\sqrt{4^2+0.415^2}-4\right)\text{eV}=0.0107\ \text{eV}
\]

above the uncoupled \(1.5+1+1=3.5\) eV, and the computed value is 3.5107 eV.

## Where the equivalence is lost

The derivation used \([x_i,p_j]=i\delta_{ij}\) to shift the particle momentum. If the molecule is cut down to a few levels, this commutator no longer holds, and the truncated Coulomb-gauge and multipolar models are in general different models. The self-term must likewise contain the same modes as the coupling. In the example the self-term is projected on the one retained mode. A finite basis of oscillator functions, as used here, also violates the commutator, but only in its highest function, which the low states hardly reach. Other bases can fail already in the ground state. With the hydrogen 1s state and the 14 lowest bound p states, the 1s mean of \([z,p_z]/i\) is 0.56 instead of 1, mainly because the continuum is missing. With 14 functions per coordinate the four lowest levels agree, as the numerical check confirms.

## Calculated quantities

```
gradient identity, largest error: 4.0e-09 a.u.
Gauss law error: 9.2e-16 a.u.
current identity error: 9.1e-09 a.u.
molecule A arm: [0.5 0.2 0.8] angstrom
molecule B arm: [ 0.6 -0.3 -0.7] angstrom
reference point distance: 6.0 angstrom
charge smearing width: 0.5 angstrom
Coulomb energy A-B: 0.12967 eV
longitudinal P_A.P_B energy: 0.12967 eV
transverse P_A.P_B energy: -0.12967 eV
well quanta x, y: 3.0, 2.0 eV
photon energy: 2.0 eV
box side: 20.0 angstrom; phase: 0.25 pi
coupling lambda: 0.02158 a.u.
basis functions per coordinate: 14
[short] wave number k: 0.314159 1/angstrom
[short] Coulomb-gauge levels: [3.51128  5.326506 5.715265 6.507794] eV
[short] multipolar levels: [3.51128  5.326506 5.715265 6.507794] eV
[short] largest difference: 6.4e-14 eV
[short] ground-state mean of P.D term: -2.198e-02 eV
[short] ground-state mean of M.B term: -1.227e-03 eV
[short] ground-state mean of diamagnetic term: 1.658e-03 eV
[short] ground-state mean of P_perp^2 term: 2.118e-02 eV
[light] wave number k: 0.001014 1/angstrom
[light] Coulomb-gauge levels: [3.510743 5.313908 5.729065 6.510743] eV
[light] multipolar levels: [3.510743 5.313908 5.729065 6.510743] eV
[light] largest difference: 2.7e-14 eV
[light] ground-state mean of P.D term: -2.143e-02 eV
[light] ground-state mean of M.B term: -1.259e-08 eV
[light] ground-state mean of diamagnetic term: 1.742e-08 eV
[light] ground-state mean of P_perp^2 term: 2.143e-02 eV
[short] without P.D: ground +1.137e-02, max 1.975e-01 eV
[short] without M.B: ground +1.140e-03, max 1.332e-02 eV
[short] without diamagnetic: ground -1.661e-03, max 4.515e-03 eV
[short] without P_perp^2: ground -2.144e-02, max 4.484e-02 eV
[short] E_perp energy, Coulomb gauge: 0.508078 eV
[short] E_perp energy, multipolar: 0.508078 eV
[short] D energy, multipolar: 0.508884 eV
```
